\section*{Dipole Oscillator-Strength Sum over Positive-Energy Dirac States}

\section{Result and conditions}

Consider one electron of mass $m$ bound in a local potential $V(\mathbf r)$. For a bound state $|0\rangle$ of the Dirac Hamiltonian, the dipole oscillator-strength sum restricted to positive-energy states is
\begin{equation}
S_+\equiv\frac{2m}{3\hbar^2}\sum_{n\in +}(E_n-E_0)\,|\langle n|\mathbf r|0\rangle|^2
=1-\frac56\,\frac{\langle p^2\rangle}{m^2c^2}+\dots
\label{eq:result}
\end{equation}
The label $+$ covers the bound states and the upper continuum, and the dots stand for terms of higher order in $1/c^2$. The mean $\langle p^2\rangle$ is taken in the nonrelativistic state. For the $1s$ state in $V=-Z\alpha\hbar c/r$,
\begin{equation}
S_+(1s)\simeq 1-\frac56(Z\alpha)^2 .
\label{eq:1s}
\end{equation}

The right-hand side of Eq.~\eqref{eq:result} is the mean of one third of the momentum Laplacian of the free-electron energy $E_p=\sqrt{m^2c^4+p^2c^2}$, multiplied by $m$ and kept to order $1/c^2$; the leading term gives the one and the next term the correction. Equation~\eqref{eq:1s} is therefore an expansion for $Z\alpha\ll1$, not a closed form for all $Z$. The sum uses the operator $\mathbf r$ at every transition energy, so it leaves out retardation and the higher multipoles.

\section{The sum over all Dirac states vanishes}

The Hamiltonian is
\begin{equation}
H=\beta mc^2+c\,\boldsymbol\alpha\cdot\mathbf p+V(\mathbf r).
\label{eq:H}
\end{equation}
Let $A$ be Hermitian and let the states $n$ be a complete set of eigenstates of $H$. Expanding the double commutator gives
\begin{align}
\langle0|[A,[H,A]]|0\rangle
&=\langle 0|2AHA-A^2H-HA^2|0\rangle\nonumber\\
&=2\sum_n(E_n-E_0)|\langle n|A|0\rangle|^2 .
\label{eq:closure}
\end{align}
The second line follows from $H|0\rangle=E_0|0\rangle$ and from inserting the complete set.

Take $A=r_i$. Since $[p_j,r_i]=-i\hbar\delta_{ij}$ and $V$ commutes with $r_i$,
\begin{equation}
[H,r_i]=-i\hbar c\,\alpha_i,\qquad [r_i,[H,r_i]]=0 .
\label{eq:linear}
\end{equation}
The full sum is zero because $H$ is linear in $\mathbf p$. If $S_-$ denotes the same sum over negative-energy states, then $S_-=-S_+$. The familiar value near one belongs to the positive-energy part alone. To use closure there, we need a Hamiltonian and a dipole operator that act within the positive-energy space.

\section{Separating the two energy signs}

Write $O=c\,\boldsymbol\alpha\cdot\mathbf p$. It is odd: it anticommutes with $\beta$ and couples upper to lower components. Even operators commute with $\beta$. Rotate all operators by $e^{S}$ with
\begin{equation}
S=\frac{\beta O}{2mc^2}=\frac{\beta\,\boldsymbol\alpha\cdot\mathbf p}{2mc},
\qquad
e^SXe^{-S}=X+[S,X]+\tfrac12[S,[S,X]]+\dots
\label{eq:S}
\end{equation}
Using $\beta O=-O\beta$ and $\beta^2=1$, we find
\begin{align}
[S,\beta mc^2]&=-O, & [S,O]&=\frac{\beta O^2}{mc^2},\nonumber\\
[S,[S,O]]&=-\frac{O^3}{m^2c^4}, & [S,[S,[S,O]]]&=-\frac{\beta O^4}{m^3c^6}.
\label{eq:nested}
\end{align}
A $k$-fold commutator of $S$ with $O$ enters with weight $1/k!$ from the term $O$ in $H$. It enters again with weight $-1/(k+1)!$ from $\beta mc^2$, because the first commutator of that term is $-O$. The net weights for $k=0,1,2,3$ are
\begin{equation}
0,\qquad 1-\tfrac12=\tfrac12,\qquad \tfrac12-\tfrac16=\tfrac13,\qquad \tfrac16-\tfrac1{24}=\tfrac18 .
\label{eq:weights}
\end{equation}

For the potential, $[S,V]=\beta[O,V]/(2mc^2)$ is odd. The next term is even:
\begin{equation}
\tfrac12[S,[S,V]]=\frac{[\beta O,\beta[O,V]]}{8m^2c^4}=-\frac{[O,[O,V]]}{8m^2c^4}.
\label{eq:VV}
\end{equation}
Here $[O,V]=-i\hbar c\,\boldsymbol\alpha\cdot\nabla V$. With $(\boldsymbol\alpha\cdot\mathbf a)(\boldsymbol\alpha\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\Sigma\cdot(\mathbf a\times\mathbf b)$ and $\mathbf p\times\nabla V=-\nabla V\times\mathbf p$, which holds because a gradient has no curl,
\begin{align}
[O,[O,V]]&=-i\hbar c^2\left\{-i\hbar\nabla^2V-2i\,\boldsymbol\Sigma\cdot(\nabla V\times\mathbf p)\right\}\nonumber\\
&=-\hbar^2c^2\nabla^2V-2\hbar c^2\,\boldsymbol\Sigma\cdot(\nabla V\times\mathbf p).
\label{eq:OOV}
\end{align}

The odd terms that remain, $\beta[O,V]/(2mc^2)-O^3/(3m^2c^4)$, are of order $1/c$. A second rotation, whose generator is of order $1/c^3$, removes them and changes the even part only at order $1/c^4$. With $O^2=c^2p^2$, the upper block is
\begin{equation}
H_+=mc^2+\frac{p^2}{2m}+V-\frac{p^4}{8m^3c^2}
+\frac{\hbar\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4m^2c^2}
+\frac{\hbar^2\nabla^2V}{8m^2c^2}.
\label{eq:Hplus}
\end{equation}
The last two terms are the spin-orbit and Darwin terms.

The position operator must undergo the same rotation. Its first commutator is odd,
\begin{equation}
[S,r_i]=-\frac{i\hbar}{2mc}\,\beta\alpha_i ,
\label{eq:odd}
\end{equation}
and its second is even. Since $[\beta\alpha_j,\beta\alpha_i]=-[\alpha_j,\alpha_i]=-2i\epsilon_{jik}\Sigma_k$,
\begin{equation}
\tfrac12[S,[S,r_i]]=-\frac{i\hbar}{8m^2c^2}\,p_j\,(-2i\epsilon_{jik}\Sigma_k)
=\frac{\hbar}{4m^2c^2}(\mathbf p\times\boldsymbol\Sigma)_i .
\label{eq:second}
\end{equation}
The second rotation affects the even part of $\mathbf r$ only at order $1/c^4$. Within the positive-energy space the dipole operator is therefore
\begin{equation}
\mathbf D=\mathbf r+\mathbf d,\qquad \mathbf d=\frac{\hbar}{4m^2c^2}\,\mathbf p\times\boldsymbol\sigma .
\label{eq:D}
\end{equation}

\section{Closure in the positive-energy space}

In the rotated picture the positive-energy states are a complete set of eigenstates of $H_+$. Equation~\eqref{eq:closure} then applies with $H_+$ and $D_i$:
\begin{equation}
S_+=\frac{m}{3\hbar^2}\sum_i\langle[D_i,[H_+,D_i]]\rangle .
\label{eq:Splus}
\end{equation}
Let $H_0=p^2/2m+V$. At lowest order
\begin{equation}
[r_i,[H_0,r_i]]=\left[r_i,-\frac{i\hbar p_i}{m}\right]=\frac{\hbar^2}{m},
\label{eq:TRK}
\end{equation}
without a sum over $i$. Three directions give $S_+=1$, the Thomas-Reiche-Kuhn sum. This value is a number, not an operator, so relativistic changes of the state $|0\rangle$ do not alter it. At order $1/c^2$ the state can be replaced by its nonrelativistic limit.

Four kinds of term could contribute at order $1/c^2$ besides $p^4$, and each gives zero:
\begin{itemize}
\item The Darwin term depends on $\mathbf r$ alone and commutes with $r_i$.
\item The spin-orbit term is linear in $\mathbf p$. Its commutator with $r_i$ contains only $\nabla V$ and spin, which commute with $r_i$.
\item In $[d_i,[H_0,r_i]]$ the inner commutator is $-i\hbar p_i/m$, which commutes with $d_i$.
\item In $[r_i,[H_0,d_i]]$ the inner commutator is $[V,d_i]$, a function of position and spin, which commutes with $r_i$.
\end{itemize}

What is left is the kinetic energy $T(p)=p^2/2m-p^4/(8m^3c^2)$. From $[T,r_i]=-i\hbar\,\partial T/\partial p_i$ and $[r_i,F(\mathbf p)]=i\hbar\,\partial F/\partial p_i$,
\begin{equation}
[r_i,[T,r_i]]=\hbar^2\frac{\partial^2T}{\partial p_i^2},\qquad
S_+=\frac m3\langle\nabla_p^2T\rangle .
\label{eq:laplace}
\end{equation}
In three dimensions $\nabla_p^2p^2=6$ and $\nabla_p^2p^4=4\cdot5\,p^2=20p^2$. Hence
\begin{equation}
S_+=\frac m3\left(\frac{3}{m}-\frac{20\langle p^2\rangle}{8m^3c^2}\right)
=1-\frac56\frac{\langle p^2\rangle}{m^2c^2},
\label{eq:derived}
\end{equation}
which is Eq.~\eqref{eq:result}.

\section{Where the five sixths comes from}

The curvature of the complete free energy shows how the fraction is made up. Differentiating $E_p$ twice,
\begin{equation}
\frac{\partial^2E_p}{\partial p_i\partial p_j}
=\frac{c^2}{E_p}\left(\delta_{ij}-\frac{c^2p_ip_j}{E_p^2}\right).
\label{eq:hessian}
\end{equation}
For a direction across $\mathbf p$, $m$ times the curvature is $mc^2/E_p$. For the direction along $\mathbf p$ it is $(mc^2/E_p)^3$, because $1-p^2c^2/E_p^2=m^2c^4/E_p^2$. These are the ratios of the rest mass to the transverse and longitudinal inertia. To order $p^2$ they equal
\begin{equation}
1-\frac{p^2}{2m^2c^2}\quad\text{(two directions)},\qquad
1-\frac{3p^2}{2m^2c^2}\quad\text{(one direction)}.
\label{eq:masses}
\end{equation}
The average reduction is $\frac13(\frac12+\frac12+\frac32)=\frac56$. A given force accelerates a fast free electron less than a slow one. The loss is greatest for a force along the motion, and the fraction $\frac56$ is its average over the three directions.

Keeping the whole function $E_p$ in Eq.~\eqref{eq:laplace} would not make the result exact for a bound electron. At order $1/c^4$ there are further terms that contain the potential, and they have not been included.

\section{The same result from the negative-energy states}

Since $S_+=-S_-$, the result can also be read from the other half of the spectrum. By Eq.~\eqref{eq:odd}, the leading coupling of $z$ to negative energies has magnitude $\hbar\sigma_z/(2mc)$, so
\begin{equation}
\sum_{n\in-}|\langle n|z|0\rangle|^2\simeq\frac{\hbar^2}{4m^2c^2}.
\label{eq:negz}
\end{equation}
The energy difference is close to $-2mc^2$, and therefore
\begin{equation}
S_-\simeq\frac{2m}{\hbar^2}\,(-2mc^2)\,\frac{\hbar^2}{4m^2c^2}=-1 .
\label{eq:minusone}
\end{equation}
The square root of the sum in Eq.~\eqref{eq:negz} is only $\hbar/(2mc)$, but the large energy difference makes up for it.

The correction appears in the same way for a free electron of momentum $\mathbf p$. Taking the matrix element of Eq.~\eqref{eq:linear} gives $(E_n-E_0)\langle n|z|0\rangle=-i\hbar c\langle n|\alpha_z|0\rangle$. With $E_n-E_0=-2E_p$ the negative-energy sum for the direction $z$ becomes
\begin{equation}
S_-^{(z)}=2m\sum_{-}\frac{c^2|\langle-|\alpha_z|+\rangle|^2}{-2E_p}
=-m\frac{\partial^2E_p}{\partial p_z^2}.
\label{eq:free}
\end{equation}
The last step is second-order perturbation theory. Changing $p_z$ by $\delta$ adds $c\alpha_z\delta$ to the free Hamiltonian, and the second-order shift $\delta^2\sum_-c^2|\langle-|\alpha_z|+\rangle|^2/(2E_p)$ must equal $\frac12\delta^2\,\partial^2E_p/\partial p_z^2$. The two positive-energy spin states do not mix in this step, since within them $c\alpha_z$ acts as the velocity $c^2p_z/E_p$. The average of Eq.~\eqref{eq:free} over directions is $-(m/3)\nabla_p^2E_p$, with the same factor $5/6$.

\section{Coulomb states}

For $1s$, $\psi\propto e^{-r/b}$ with $b=\hbar/(Z\alpha mc)$. Then $|\nabla\psi|^2=|\psi|^2/b^2$, and integration by parts gives
\begin{equation}
\langle p^2\rangle=\hbar^2\int|\nabla\psi|^2d^3r=\frac{\hbar^2}{b^2}=(Z\alpha mc)^2 ,
\label{eq:p2}
\end{equation}
which turns Eq.~\eqref{eq:result} into Eq.~\eqref{eq:1s}.

For a level of principal quantum number $N$ the virial theorem suffices. In a stationary state $\langle[\mathbf r\cdot\mathbf p,H_0]\rangle=0$, which gives $\langle p^2\rangle/m=\langle\mathbf r\cdot\nabla V\rangle=-\langle V\rangle$. The nonrelativistic energy is thus $-\langle p^2\rangle/2m$. Equating it to $-(Z\alpha)^2mc^2/(2N^2)$ yields
\begin{equation}
S_+(N)\simeq1-\frac{5}{6}\frac{(Z\alpha)^2}{N^2}.
\label{eq:N}
\end{equation}
To this order the orbital and total angular momenta do not matter. For excited states other than $2s$ the sum includes transitions to lower levels, which count negatively. In the Dirac equation with a point nucleus, $2p_{1/2}$ has the same energy as $2s$, so no dipole transition leads down from $2s$.

\section{Hydrogen-like ions with $Z=20$ and $Z=50$}

The size of the neglected terms follows from a direct evaluation of the sum for a fixed point nucleus, without radiative corrections. With radial functions $P/r$ and $Q/r$, the Dirac equation reads
\begin{align}
P'+\frac{\kappa}{r}P&=\frac{E+mc^2-V}{\hbar c}\,Q,\nonumber\\
Q'-\frac{\kappa}{r}Q&=-\frac{E-mc^2-V}{\hbar c}\,P .
\label{eq:radial}
\end{align}
The $1s$ state has $\kappa=-1$, $E_0=\gamma mc^2$ and $\gamma=\sqrt{1-(Z\alpha)^2}$. Its functions $P$ and $Q$ are proportional to $\sqrt{1+\gamma}$ and $-\sqrt{1-\gamma}$, times $r^\gamma e^{-r/b}$.

The operator $z$ leads to $p_{1/2}$ ($\kappa=1$) and $p_{3/2}$ ($\kappa=-2$). The total angular weight is $\langle\cos^2\theta\rangle=\frac13$. The $p_{1/2}$ spinor is $\sigma_r\chi$, where $\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r$ and $\chi$ is the $s$ spinor with spin up. Its overlap with $\cos\theta\,\chi$ is $\langle\cos^2\theta\rangle=\frac13$, so its weight is $\frac19$, and $\frac29$ remains for $p_{3/2}$. The small component has the same weights, because its angular part is obtained with $\sigma_r$, which commutes with $\cos\theta$. Thus
\begin{equation}
S_+=\frac{2m}{\hbar^2}\sum_\kappa w_\kappa\sum_{n\in+}(E_n-E_0)
\left[\int_0^\infty r(P_nP_0+Q_nQ_0)\,dr\right]^2 ,
\label{eq:numsum}
\end{equation}
with $w_1=\frac19$ and $w_{-2}=\frac29$. The states $n$ were found by diagonalizing Eq.~\eqref{eq:radial} in 60 Laguerre functions per component. One function combination fewer was used for the large component of $p_{1/2}$, to prevent a spurious root. The discrete positive roots represent the bound states and the continuum together.

For $Z=20$, $Z\alpha=20\times0.0072974=0.14595$ and $(Z\alpha)^2=0.02130$. With $mc=2.7309\times10^{-22}\,\mathrm{kg\,m\,s^{-1}}$ this means $\langle p^2\rangle=1.589\times10^{-45}\,\mathrm{kg^2\,m^2\,s^{-2}}$. The formula gives
\begin{equation}
S_+\simeq1-\tfrac56\times0.02130=0.98225 ,
\end{equation}
and the diagonalization gives $0.98302$. The formula overstates the reduction below one by $0.00077$, about 5\% of the computed reduction of $0.01698$. For $Z=50$, $(Z\alpha)^2=0.1331$; the formula gives $0.8891$ and the diagonalization $0.9065$. The reduction is now overstated by 19\% of its computed value. Going from 44 to 60 basis functions changes these sums by less than $10^{-6}$, so the differences belong to the expansion and not to the basis. For hydrogen itself the predicted reduction is only $4.4\times10^{-5}$.

At $Z=20$ the $p_{1/2}$ and $p_{3/2}$ states contribute $0.3210$ and $0.6620$, against nonrelativistic shares of $\frac13$ and $\frac23$. Most of the reduction falls on $p_{1/2}$. Equation~\eqref{eq:derived} fixes the total and not these parts, since closure with the operator $\mathbf r$ adds the two channels together.

The coefficient can be isolated at small $Z\alpha$, treated as a continuous parameter. With the same 60 functions per component, the quotient $(1-S_+)/(Z\alpha)^2$ is $0.8296$, $0.8201$ and $0.7913$ at $Z\alpha=0.04$, $0.08$ and $0.16$. If its first correction is quadratic, the first two values extrapolate to
\begin{equation}
\frac{4\times0.82956-0.82006}{3}=0.8327 ,
\end{equation}
close to $\frac56=0.8333$. At $Z\alpha=0.04$ the sum in Eq.~\eqref{eq:negz} is $0.2495\,(\hbar/mc)^2$, near the predicted $\frac14$.

\section{Limits of validity}

By power counting, the next term in Eq.~\eqref{eq:1s} is of order $(Z\alpha)^4$. The computed remainder divided by $(Z\alpha)^4$ is $2.4$, $2.1$ and $1.6$ at the three small values above, and $1.0$ at $Z=50$. It is positive and of the expected size, but it is not constant, so a single quartic term does not describe the range. The expansion in powers of $p^2$ cannot be continued indefinitely for a point nucleus: the $1s$ momentum density falls as $p^{-8}$, so $\langle p^4\rangle$ is finite while $\langle p^6\rangle$ diverges.

Locality of the potential is essential. A nonlocal exchange potential does not commute with $\mathbf r$, and it adds its own double commutator to Eq.~\eqref{eq:TRK} already at lowest order.

Finally, $S_+$ is not the integrated photoabsorption of the ion. A sufficient condition for the dipole form is $kb\ll1$ for photon wave number $k=\omega/c$, that is, $\hbar\omega\ll Z\alpha mc^2$. The sum extends over the whole upper continuum, beyond this range. The reduction in Eq.~\eqref{eq:1s} is a property of the operator $\mathbf r$ between positive-energy states, and a comparison with absorption at order $(Z\alpha)^2$ must also include retardation and the higher multipoles.
